\section*{Wannier-Stark ladder of a tight-binding miniband in a uniform field}

Anyone who diagonalizes a biased superlattice numerically must first decide how many periods to keep. With too few, the ends of the chain shift the levels; with many more than needed, the effort is wasted. The decision depends on how far an eigenstate extends when a field tilts the miniband. For a miniband with nearest-neighbour coupling the eigenstates can be found in closed form, and they supply both the extent and a bound on the error made by cutting the chain.

Let the superlattice have period $d$ and infinitely many periods, with one orbital $|n\rangle$ in period $n$. The orbitals are orthonormal, and other minibands are left out. Let $E_0$ be the orbital energy and $-\Delta/4$ the coupling between neighbours, with $\Delta>0$. Without a field, amplitudes $c_n=e^{ikdn}$ give
\begin{equation}
E(k)=E_0-\frac{\Delta}{4}\left(e^{ikd}+e^{-ikd}\right)=E_0-\frac{\Delta}{2}\cos kd ,
\end{equation}
so $\Delta$ is the full width of the miniband, from $E_0-\Delta/2$ to $E_0+\Delta/2$.

Now apply a uniform field $F>0$ along $+z$, the growth axis. An electron has charge $-e$, feels the force $-eF$, and has potential energy $+eFz$. The position operator is taken as diagonal in the orbitals, with value $nd$, and the orbitals are assumed not to change with the field. The eigenvalue equation on site $n$ is then
\begin{equation}
(E_0+eFdn)\,c_n-\frac{\Delta}{4}\left(c_{n+1}+c_{n-1}\right)=E\,c_n .
\label{site}
\end{equation}

The factor $n$ breaks translation symmetry, but it becomes a derivative in wave-number space. With $\theta=kd$, write
\begin{equation}
c_n=\frac{1}{2\pi}\int_{-\pi}^{\pi}\phi(\theta)\,e^{in\theta}\,d\theta ,
\qquad
\phi(\theta)=\sum_n c_n e^{-in\theta}.
\label{fourier}
\end{equation}
An acceptable state has finite $\sum_n|c_n|^2$, and the Hamiltonian must turn it into another normalizable state, so $\sum_n n^2|c_n|^2$ must be finite as well. By the Cauchy-Schwarz inequality $\sum_n|c_n|$ then converges, and $\phi$ is a continuous function of period $2\pi$. This periodicity is the boundary condition that selects the energies.

Since $n e^{in\theta}=-i\,de^{in\theta}/d\theta$, integration by parts gives
\begin{equation}
n c_n=\frac{-i}{2\pi}\Big[\phi\, e^{in\theta}\Big]_{-\pi}^{\pi}
+\frac{1}{2\pi}\int_{-\pi}^{\pi} i\phi'(\theta)\,e^{in\theta}\,d\theta .
\end{equation}
The bracket vanishes because $\phi$ is periodic. Multiplication of $c_n$ by $n$ therefore corresponds to $i\,d/d\theta$ acting on $\phi$. The shifted amplitudes $c_{n\pm1}$ correspond to $e^{\pm i\theta}\phi$, and their sum to $2\cos\theta\,\phi$. Equation (\ref{site}) becomes
\begin{equation}
ieFd\,\phi'=\left[E-E_0+\frac{\Delta}{2}\cos\theta\right]\phi .
\end{equation}
Dividing by $ieFd$ and using $1/i=-i$,
\begin{equation}
\phi'=-i\left[\frac{E-E_0}{eFd}+x\cos\theta\right]\phi ,
\qquad x=\frac{\Delta}{2eFd}.
\label{ode}
\end{equation}
This first-order equation integrates directly. With $\phi(0)=1$,
\begin{equation}
\phi(\theta)=\exp\left[-i\,\frac{E-E_0}{eFd}\,\theta-ix\sin\theta\right].
\end{equation}
The term with $\sin\theta$ is periodic by itself. Periodicity of the whole function requires $\exp[-2\pi i(E-E_0)/(eFd)]=1$, and hence
\begin{equation}
E_\nu=E_0+\nu eFd,\qquad \nu=0,\pm1,\pm2,\ldots
\label{ladder}
\end{equation}
This is the Wannier-Stark ladder. The miniband width has dropped out of the energies; it survives in the states.

Inserting $\phi_\nu=e^{-i\nu\theta-ix\sin\theta}$ into (\ref{fourier}) gives amplitudes that depend on $m=n-\nu$ alone:
\begin{equation}
c_n=\frac{1}{2\pi}\int_{-\pi}^{\pi}e^{im\theta-ix\sin\theta}\,d\theta=J_m(x).
\label{bessel}
\end{equation}
To see that this integral is the Bessel function, write $-ix\sin\theta=-(x/2)e^{i\theta}+(x/2)e^{-i\theta}$ and expand both exponentials. A term with powers $p$ and $q$ carries the phase $e^{i(m+p-q)\theta}$, so the integral keeps $q=m+p$. For $m\ge0$,
\begin{equation}
J_m(x)=\sum_{p=0}^{\infty}\frac{(-1)^p}{p!\,(p+m)!}\left(\frac{x}{2}\right)^{2p+m},
\label{series}
\end{equation}
the usual power series. Substituting $\theta\to\pi-\theta$ in the integral gives $J_{-m}=(-1)^mJ_m$. Thus
\begin{equation}
c_n^{(\nu)}=J_{n-\nu}\!\left(\frac{\Delta}{2eFd}\right).
\label{result}
\end{equation}

The result can be checked on the original lattice. The integral of a derivative over a full period is zero, so
\begin{equation}
0=\frac{1}{2\pi}\int_{-\pi}^{\pi}\frac{d}{d\theta}e^{im\theta-ix\sin\theta}\,d\theta
=i\left[mJ_m-\frac{x}{2}\left(J_{m+1}+J_{m-1}\right)\right].
\end{equation}
Hence $J_{m+1}+J_{m-1}=(2m/x)J_m$. The coupling term in (\ref{site}) is then $-(\Delta/4)(2m/x)J_m=-eFd\,mJ_m$, because $\Delta/(2x)=eFd$. Adding the site energy leaves $E_0+eFd(n-m)=E_0+\nu eFd$, as required.

No eigenstates are missing. The functions $\phi_\nu$ are the Fourier functions $e^{-i\nu\theta}$ multiplied by the common phase $e^{-ix\sin\theta}$. The phase cancels in every inner product, so the states are orthonormal. If a function $g$ were orthogonal to all of them, all Fourier coefficients of $g\,e^{ix\sin\theta}$ would vanish, and $g$ would be zero. The states are therefore complete, and in this model the spectrum is purely discrete for any $F>0$, however small. As $F\to0$ the spacing shrinks to zero while the states spread without limit.

How wide is a state? Its energy lies inside the local, tilted miniband wherever
\begin{equation}
|E_\nu-E_0-eFdn|\le\frac{\Delta}{2}
\quad\Longleftrightarrow\quad |n-\nu|\le x .
\end{equation}
The classical turning points thus lie a distance $xd$ on either side of the centre $\nu d$, and the full distance between them is
\begin{equation}
L=2xd=\frac{\Delta}{eF}.
\label{length}
\end{equation}
This is the localisation length of the ladder state. The name needs care, since $L$ is a full extent and not the decay length of an exponential. It is not the root-mean-square width either. From (\ref{ode}) with $E=E_\nu$, $i\phi_\nu'=(\nu+x\cos\theta)\phi_\nu$, so multiplying $c_n$ by $n-\nu$ corresponds to multiplying $\phi_\nu$ by $x\cos\theta$. Since $|\phi_\nu|=1$,
\begin{equation}
\langle n-\nu\rangle=\frac{x}{2\pi}\int_{-\pi}^{\pi}\cos\theta\,d\theta=0,
\qquad
\langle (n-\nu)^2\rangle=\frac{x^2}{2\pi}\int_{-\pi}^{\pi}\cos^2\theta\,d\theta=\frac{x^2}{2}.
\end{equation}
The rms distance from the centre is $xd/\sqrt2=\Delta/(2\sqrt2\,eF)$, about 35\% of $L$.

Beyond the turning points the amplitude is bounded by a simple expression. Take $m>x$. The integrand in (\ref{bessel}) is analytic and periodic, so the path may be moved from $\theta$ to $\theta+i\eta$ with $\eta>0$; the two vertical sides of the contour cancel. On the new path $e^{im\theta}$ acquires the factor $e^{-m\eta}$. Because $\sin(\theta+i\eta)=\sin\theta\cosh\eta+i\cos\theta\sinh\eta$, the other exponential has modulus $e^{x\cos\theta\sinh\eta}\le e^{x\sinh\eta}$. Therefore $|J_m|\le e^{-m\eta+x\sinh\eta}$. The exponent is smallest where its derivative $-m+x\cosh\eta$ vanishes, at $\cosh\eta=m/x$, which gives
\begin{equation}
|J_m(x)|\le\exp\left[-m\,\mathrm{arccosh}\frac{m}{x}+\sqrt{m^2-x^2}\right]
=\exp\left[-\int_x^m\mathrm{arccosh}\frac{s}{x}\,ds\right].
\label{tail}
\end{equation}
The second form follows because the first exponent vanishes at $m=x$ and has derivative $-\mathrm{arccosh}(m/x)$ with respect to $m$. The integrand has a direct meaning. At a distance of $s$ periods on the high-potential side, the miniband relation reads $-eFds=-(\Delta/2)\cos kd$. For $s>x$ it is solved by $kd=i\eta$ with $\cosh\eta=s/x$, so $\eta$ is the semiclassical estimate of the local decay rate per period (for $x=4$ the amplitudes decay at the rate $1.17$ between $m=6$ and $7$, against $\eta=1.07$ at $s=6.5$). It grows without limit with distance, and the tail falls faster than any fixed exponential. The relation $J_{-m}=(-1)^mJ_m$ gives the same decay on the other side.

The bound answers the opening question. Keep the sites $-M\le n\le M$ and use the infinite-chain amplitudes on them as a trial vector $v$ for the finite matrix $H$. Equation (\ref{site}) then fails at the two end sites alone, where the neighbour's term is missing, and the residual is
\begin{equation}
\|(H-E_\nu)v\|=\frac{\Delta}{4}\sqrt{J_{M+1-\nu}^2+J_{M+1+\nu}^2}.
\label{residual}
\end{equation}
Expanded in eigenvectors of $H$ with eigenvalues $\lambda_j$ and coefficients $v_j$, the squared residual is $\sum_j(\lambda_j-E_\nu)^2|v_j|^2$. This is at least $\|v\|^2$ times the smallest $(\lambda_j-E_\nu)^2$. Some level of the finite chain therefore lies within the residual, divided by $\|v\|$, of the ladder energy $E_\nu$.

As an example take round model parameters: $d=10$ nm, $\Delta=40$ meV, $E_0=0$ and $F=5$ kV/cm, which is $5\times10^5$ V/m. The potential drop per period is $5\times10^5\times10^{-8}=5\times10^{-3}$ V, so $eFd=5$ meV. Then
\begin{equation}
x=\frac{40}{2\times5}=4,\qquad
L=\frac{40}{5}\times10\ \mathrm{nm}=80\ \mathrm{nm},\qquad
\frac{L}{2\sqrt2}=28.3\ \mathrm{nm}.
\end{equation}
The state covers about eight periods. Its amplitudes for $m=0$ to $4$ are $-0.397$, $-0.066$, $0.364$, $0.430$ and $0.281$. The centre site holds a weight $0.397^2=0.158$, less than the $0.430^2=0.185$ on each of the sites $m=\pm3$. The sites with $|m|\le4$ together carry 96\% of the weight. Farther out the amplitude falls to $0.0040$ at $m=8$, where (\ref{tail}) allows $0.027$. The ratio of successive amplitudes drops from $0.37$ between $m=5$ and $6$ to $0.15$ between $m=13$ and $14$, which shows the growing decay rate.

If the chain keeps seven sites on each side of $\nu=0$, the first omitted amplitudes have magnitude $0.0040$. The residual (\ref{residual}) is $10\times\sqrt2\times0.0040\approx0.06$ meV, and $\|v\|$ is very close to one. Fifteen periods thus guarantee a level within about $0.06$ meV of this ladder energy. For the central state of a symmetric chain the level is in fact exact for any $M$: the map $c_n\to(-1)^nc_{-n}$ reverses the sign of $H-E_0$, so the levels lie symmetrically about $E_0$, and since their number is odd, one of them equals $E_0$. Off-centre states show the true error, which for those near the centre is well below the bound: in the same fifteen-site chain the residual is $0.15$ meV for $\nu=1$ and $0.49$ meV for $\nu=2$, while the levels are off by $0.0065$ and $0.053$ meV. Each further ladder state of interest needs a similar margin around its own centre. In a chain of 121 sites, the eleven central levels and their amplitudes agree with (\ref{ladder}) and (\ref{result}) to rounding error.

Apart from a central level fixed by this symmetry, states that touch an end do not follow the ladder. In the 121-site chain the lowest level lies $10.6$ meV below the energy $-60\times5=-300$ meV of the last site, a shift of about two ladder spacings. The sign is fixed by the variational principle: the lowest eigenvalue cannot exceed any diagonal element of the matrix.

The field controls the passage from extended to single-site states:
\begin{center}
\begin{tabular}{rrrrr}
$F$ (kV/cm) & $x$ & $L$ (nm) & rms (nm) & centre weight\\
2 & 10 & 200 & 70.7 & 0.060\\
5 & 4 & 80 & 28.3 & 0.158\\
20 & 1 & 20 & 7.1 & 0.586\\
80 & 0.25 & 5 & 1.8 & 0.969
\end{tabular}
\end{center}
The centre weight does not rise steadily between these rows. It equals $J_0^2(x)$, which vanishes for example at $x\approx2.405$, or $F\approx8.3$ kV/cm. In the last row $L$ is shorter than one period. It then no longer measures the size of the state, which is one orbital with small admixtures of its neighbours. For small $x$ the series (\ref{series}) gives $J_0\approx1-x^2/4$ and $J_{\pm1}\approx\pm x/2$. Perturbation theory confirms the signs: the coupling $-\Delta/4$ divided by the energy difference $\mp eFd$ is $\pm\Delta/(4eFd)=\pm x/2$.

The length $\Delta/eF$ also appears in time. In wave-number space the Schr\"odinger equation is
\begin{equation}
i\hbar\,\partial_t\phi=\left[E_0-\frac{\Delta}{2}\cos\theta\right]\phi+ieFd\,\partial_\theta\phi .
\end{equation}
The real bracket changes the phase of $\phi$ but drops out of $\partial_t|\phi|^2$, which leaves $\partial_t|\phi|^2=(eFd/\hbar)\,\partial_\theta|\phi|^2$. The distribution moves rigidly towards smaller $\theta$ at the rate $eFd/\hbar$, as the force $-eF$ demands, and crosses the full period $2\pi$ in the Bloch period
\begin{equation}
T=\frac{h}{eFd}.
\end{equation}
After this time the phases $e^{-iE_\nu T/\hbar}$ of all ladder states are equal, so any packet returns to its initial state apart from a common phase. In between, the mean energy $E_0-(\Delta/2)\langle\cos\theta\rangle+eFd\langle n\rangle$ is constant, and therefore
\begin{equation}
\langle n\rangle_t-\langle n\rangle_0=x\left(\langle\cos\theta\rangle_t-\langle\cos\theta\rangle_0\right).
\end{equation}
After half a period $\theta$ has moved by $\pi$ and the mean cosine has changed sign. With $S=\langle\cos\theta\rangle_0$ the displacement is $-2xS$ periods. A broad packet at the miniband bottom has $S$ close to 1 and travels nearly the whole length $\Delta/eF$, towards lower potential energy. In the example $T=0.827$ ps. A Gaussian packet with an rms width of four periods has $S=0.992$, so the displacement is $-2\times4\times0.992\times10\approx-79.4$ nm; direct propagation on the chain gives the same value.

The ladder spacing is more robust than the Bessel amplitudes. Add a coupling $-t_2$ between second neighbours, which adds $-2t_2\cos2\theta$ to the dispersion. The solution acquires a further periodic phase,
\begin{equation}
\phi_\nu=\exp\left[-i\nu\theta-ix\sin\theta-i\,\frac{t_2}{eFd}\sin2\theta\right],
\end{equation}
and periodicity still requires integer $\nu$. The same argument holds for any smooth periodic dispersion whose average over $\theta$ is $E_0$. With $t_2=2$ meV in the example the spacing stays at 5 meV, while the amplitudes of the central state change by up to $0.14$. The single Bessel function belongs to the pure cosine miniband.

Several omissions limit the use of these results for a real superlattice, among them disorder in the layers and, in optical spectra, the attraction between electron and hole. Two others are considered here. The first is coupling to other minibands by the field, which leads to Zener tunnelling. If a second miniband has mean energy $E_0'$, its own ladder is $E_0'+\nu'eFd$, and the two ladders coincide whenever $(E_0'-E_0)/(eFd)$ is an integer. Near such fields the states can mix strongly, and there the single-miniband solution fails. How wide this range of fields is depends on the overlap of the two ladder states. For a coupling $V$ between the two orbitals of the same period, and a second miniband with Bessel argument $x'$ (negative if its dispersion is inverted), the inner product of the wave-number functions gives the matrix element $V J_{\nu'-\nu}(x-x')$. It is very small when $|\nu'-\nu|$ is well above $|x-x'|$, and the resonance is then correspondingly narrow. Level shifts of second order in $V$ can then move it off the integer condition by many times its width. For $E_0'-E_0=100$ meV, an inverted second miniband of width 60 meV and $V=2$ meV, the resonance near 10 kV/cm has a gap of $0.006$ meV and lies $0.09\%$ above that field, while at exactly 10 kV/cm the admixture is only $0.2\%$. The second is scattering. With a scattering time $\tau$ the levels are broadened by roughly $\hbar/\tau$, and the ladder is clearly resolved only if this is well below $eFd$. In the example $\tau$ must then be well above $\hbar/(eFd)=T/2\pi\approx0.13$ ps. For shorter times the electron is scattered before it has covered a sizeable part of a Bloch period, and a description by miniband transport with collisions is the better starting point, provided the mean free path, at most $\Delta d\tau/2\hbar$, still exceeds one period. This requires $\tau>2\hbar/\Delta\approx0.03$ ps in the example, and for $x\le1$ no such range of $\tau$ is left; tunnelling from one well to the next is then the appropriate picture.

\section*{Calculated quantities}
\begin{verbatim}
Period d = 10.0 nm
Miniband width Delta = 40.0 meV
Field F = 5.0 kV/cm
Ladder spacing eFd = 5.000 meV
Bessel argument x = 4.000
Chain length = 121 sites
Chain level nu=-2: -10.000000 meV
Chain level nu=-1: -5.000000 meV
Chain level nu=+0: +0.000000 meV
Chain level nu=+1: +5.000000 meV
Chain level nu=+2: +10.000000 meV
Largest level error, 11 states = 1.8e-14 meV
Largest amplitude error, 11 states = 8.5e-16
m=-3: chain -0.430171, J_m(x) -0.430171
m=-2: chain +0.364128, J_m(x) +0.364128
m=-1: chain +0.066043, J_m(x) +0.066043
m=+0: chain -0.397150, J_m(x) -0.397150
m=+1: chain -0.066043, J_m(x) -0.066043
m=+2: chain +0.364128, J_m(x) +0.364128
m=+3: chain +0.430171, J_m(x) +0.430171
m=+4: chain +0.281129, J_m(x) +0.281129
m=+5: chain +0.132087, J_m(x) +0.132087
m=+6: chain +0.049088, J_m(x) +0.049088
m=+7: chain +0.015176, J_m(x) +0.015176
m=+8: chain +0.004029, J_m(x) +0.004029
Tail at m=8: amplitude 0.00403, bound 0.02712
Tail ratio c6/c5 = 0.3716, c14/c13 = 0.1457
F kV/cm | eFd meV | x | Delta/eF nm | rms nm | inside | centre site
2 | 2.0 | 10.00 | 200.0 | 70.711 | 0.9596 | 0.0605
5 | 5.0 | 4.00 | 80.0 | 28.284 | 0.9598 | 0.1577
20 | 20.0 | 1.00 | 20.0 | 7.071 | 0.9728 | 0.5855
80 | 80.0 | 0.25 | 5.0 | 1.768 | 0.9691 | 0.9691
Bloch period = 0.8271 ps
Packet rms width = 4.0 periods
Packet mean cosine S = 0.99222
Half-period shift: propagated -79.377 nm, formula -79.377 nm
Return probability after one period = 1.00000000
Second-neighbour coupling = 2.0 meV
Ladder spacing with it = 5.000000 meV
Largest amplitude change with it = 0.1389
Shift of lowest level at chain end = -10.627 meV
\end{verbatim}
